# Current Exponent of Electromigration Lifetime in a Self-Heated Line: test program

```python
"""
Result under test: for lifetime t = A j^-2 exp(Ea/(k T)), T = T0 + dT, dT = c j^2,
the local current exponent -d ln t / d ln j at fixed ambient T0 equals
    n = 2 + 2 Ea dT / (k T^2).
j: current density (MA/cm2); T0: ambient (K); T: line temperature (K);
dT: self-heating (K); Ea: activation energy (eV); k: Boltzmann constant (eV/K);
c: heating coefficient (K per (MA/cm2)^2); A: constant, set to 1.
Parameters are round values in the rough regime of a copper damascene line.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

k = constants.k / constants.e
MA_CM2 = 1e10                      # A/m2 in one MA/cm2

# Model parameters (SI unless the name says otherwise)
Ea, T0 = 0.9, 573.0
width, height, depth, cap = 1.0e-6, 0.3e-6, 1.0e-6, 1.0e-6
rho = 4.0e-8                       # metal resistivity at ambient, ohm m
r_th = 0.25                        # thermal resistance per length, K m/W
k_oxide, k_metal = 1.4, 350.0      # thermal conductivities, W/(m K)
length = 200e-6
alpha = 0.0017                     # relative resistivity slope at ambient, 1/K
gap0, stress_slope = 300.0, 1.0    # stress to nucleation MPa; its rise MPa/K
omega, z_eff = 1.18e-29, 1.0       # atomic volume m3; effective charge number
barrier_thickness, barrier_rho = 5e-9, 2e-6
area = width * height
c = rho * area * r_th * MA_CM2**2
j_low, j_high = 1.0, 10.0


def log_slope(function, x, h=1e-4):
    return (np.log(function(x*np.exp(h)))
            - np.log(function(x*np.exp(-h)))) / (2*h)


def lifetime(j, ambient=T0):
    return j**-2 * np.exp(Ea / (k*(ambient + c*j*j)))


def exponent(dT, ambient=T0):
    return 2 + 2*Ea*dT / (k*(ambient + dT)**2)


# Local exponent: numerical differentiation against the derived formula
currents = [1.0, 2.0, 5.0, 10.0]
for j in currents:
    assert abs(-log_slope(lifetime, j) - exponent(c*j*j)) < 1e-6

# Finite interval: definition, closed form and average of local exponents
two_point = np.log(lifetime(j_low)/lifetime(j_high)) / np.log(j_high/j_low)
average = quad(lambda u: exponent(c*np.exp(2*u)),
               np.log(j_low), np.log(j_high))[0] / np.log(j_high/j_low)
T_low, T_high = T0 + c*j_low**2, T0 + c*j_high**2
closed = 2 + Ea/k*(1/T_low - 1/T_high)/np.log(j_high/j_low)
assert abs(two_point - average) < 1e-8
assert abs(two_point - closed) < 1e-10
dT_high = c*j_high**2
n_high = exponent(dT_high)
true_ratio = lifetime(j_low)/lifetime(j_high)
extrapolated_ratio = (j_high/j_low)**n_high
assert extrapolated_ratio > true_ratio

# Formal maximum: found from the numerical slope of the lifetime
peak = minimize_scalar(lambda j: log_slope(lifetime, j, 1e-3),
                       bounds=(5, 150), method="bounded",
                       options={"xatol": 1e-6})
n_peak = 2 + Ea/(2*k*T0)
assert abs(-peak.fun - n_peak) < 1e-3
assert abs(c*peak.x**2/T0 - 1) < 1e-2

# Activation energy read against ambient temperature at fixed current
beta0, db = 1/(k*T0), 1e-3
Ea_apparent = (np.log(lifetime(j_high, 1/(k*(beta0+db))))
               - np.log(lifetime(j_high, 1/(k*(beta0-db))))) / (2*db)
assert abs(Ea_apparent - Ea*(T0/T_high)**2) < 1e-6

# Stress build-up at a blocked line end; line length and diffusivity are one
cells = 400
dx = 1/cells
main = np.full(cells, 2.0)
main[[0, -1]] = 1.0
operator = (np.diag(main) - np.diag(np.ones(cells-1), 1)
            - np.diag(np.ones(cells-1), -1)) / dx**2
rates, modes = np.linalg.eigh(operator)
source = np.zeros(cells)
source[0], source[-1] = 1/dx, -1/dx
weights = (modes[0]*(modes.T @ source))[1:] / rates[1:]


def end_stress(time):
    return dx/2 + np.sum(weights*(-np.expm1(-rates[1:]*time)))


def nucleation_time(threshold_over_j):
    return brentq(lambda t: end_stress(t) - threshold_over_j/2,
                  1e-7, 5.0, xtol=1e-14, rtol=1e-12)


j_threshold = (2*gap0*1e6*omega
               / (z_eff*constants.e*rho*length)) / MA_CM2
ratio_2 = j_threshold/2.0
n_stress_2 = log_slope(nucleation_time, ratio_2, 1e-2)
n_stress_near = log_slope(nucleation_time, 0.8, 1e-2)
assert abs(nucleation_time(ratio_2)/(np.pi*(ratio_2/2)**2/4) - 1) < 0.01
assert abs(n_stress_2 - 2) < 0.01
one_mode = 0.8/(0.2*np.log(8/(np.pi**2*0.2)))
assert abs(n_stress_near - one_mode) < 0.03


# Two-dimensional conduction: heated metal in oxide over a cold plane
def shape_factor(step_um):
    nx = round(6/step_um) + 1
    ny = round((depth+height+cap)*1e6/step_um) + 1
    ids = np.arange(nx*ny).reshape(nx, ny)
    wx = np.ones((nx-1, ny))
    wx[:, -1] = 0.5
    wy = np.ones((nx, ny-1))
    wy[[0, -1], :] = 0.5
    a = np.r_[ids[:-1].ravel(), ids[:, :-1].ravel()]
    b = np.r_[ids[1:].ravel(), ids[:, 1:].ravel()]
    w = np.r_[wx.ravel(), wy.ravel()]
    matrix = coo_matrix((np.r_[w, w, -w, -w],
                         (np.r_[a, b, a, b], np.r_[a, b, b, a])),
                        shape=(nx*ny, nx*ny)).tocsr()
    temperature = np.zeros((nx, ny))
    fixed = np.zeros((nx, ny), bool)
    fixed[:, 0] = True
    metal = (slice(0, round(width*0.5e6/step_um)+1),
             slice(round(depth*1e6/step_um),
                   round((depth+height)*1e6/step_um)+1))
    temperature[metal] = 1
    fixed[metal] = True
    values, held = temperature.ravel(), fixed.ravel()
    free = np.flatnonzero(~held)
    rhs = -(matrix @ values)[free]
    values[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
    return 2*values @ (matrix @ values)


shape_coarse, shape_fine = shape_factor(0.05), shape_factor(0.025)
# The field singularity at metal corners limits grid convergence
assert abs(shape_coarse/shape_fine - 1) < 0.04
r_2d = 1/(k_oxide*shape_fine)
assert abs(r_2d/r_th - 1) < 0.25

# Line heat equation with both ends held at ambient
healing = np.sqrt(k_metal*area*r_th)
intervals = 2000
step = length/intervals
conduction = k_metal*area/step**2
side = -conduction*np.ones(intervals-2)
heat_matrix = diags([side, (2*conduction+1/r_th)*np.ones(intervals-1), side],
                    [-1, 0, 1], format="csc")
power = rho*area*(j_high*MA_CM2)**2
profile = np.r_[0, spsolve(heat_matrix, power*np.ones(intervals-1)), 0]
positions = np.linspace(0, length, intervals+1)
dT_healing = np.interp(healing, positions, profile)
assert abs(dT_healing/(dT_high*(1-np.exp(-1))) - 1) < 2e-3
assert abs(profile[intervals//2]/dT_high - 1) < 1e-5


# Temperature-dependent resistivity and nucleation-lifetime prefactors
def heated_rise(j):
    return brentq(lambda x: x - c*j*j*(1+alpha*x), 0, 1000,
                  xtol=1e-12, rtol=1e-13)


def lifetime_resistivity(j):
    return j**-2*np.exp(Ea/(k*(T0+heated_rise(j))))


def lifetime_full(j):
    x = heated_rise(j)
    return (lifetime_resistivity(j)*(T0+x)*(gap0+stress_slope*x)**2
            / (1+alpha*x)**2)


x = heated_rise(j_high)
rise_slope = 2*x*(1+alpha*x)
n_resistivity = 2 + rise_slope*Ea/(k*(T0+x)**2)
shift_T = -rise_slope/(T0+x)
shift_stress = -2*rise_slope*stress_slope/(gap0+stress_slope*x)
shift_force = 2*rise_slope*alpha/(1+alpha*x)
n_full = n_resistivity + shift_T + shift_stress + shift_force
assert abs(-log_slope(lifetime_resistivity, j_high) - n_resistivity) < 1e-5
assert abs(-log_slope(lifetime_full, j_high) - n_full) < 1e-5
j_runaway = 1/np.sqrt(alpha*c)
barrier_share = ((width+2*height)*barrier_thickness/barrier_rho)/(area/rho)

print(f"Activation energy: {Ea:.2f} eV; ambient: {T0:.0f} K")
print(f"Boltzmann constant: {k:.6e} eV/K; Ea/k: {Ea/k:.1f} K")
print(f"Line width, height: {width*1e9:.0f}, {height*1e9:.0f} nm")
print(f"Oxide below, above: {depth*1e9:.0f}, {cap*1e9:.0f} nm")
print(f"Line length: {length*1e6:.0f} um")
print(f"Resistivity at ambient: {rho*1e8:.2f} uohm cm")
print(f"Assumed thermal resistance per length: {r_th:.3f} K m/W")
print(f"Oxide, metal conductivity: {k_oxide:.1f}, {k_metal:.0f} W/(m K)")
print(f"Heating coefficient c: {c:.3f} K/(MA/cm2)^2")
for j in currents:
    rise = c*j*j
    print(f"j={j:.0f} MA/cm2: dT={rise:.2f} K, T={T0+rise:.2f} K, "
          f"n={exponent(rise):.3f}, numerical n={-log_slope(lifetime,j):.3f}")
print(f"Power per length at 10 MA/cm2: {power:.1f} W/m")
print(f"n at 10 MA/cm2 if ambient T is misused: "
      f"{2+2*Ea*dT_high/(k*T0**2):.3f}")
print(f"Two-point exponent, 1 to 10 MA/cm2: {two_point:.3f}")
print(f"True lifetime ratio t(1)/t(10): {true_ratio:.1f}")
print(f"Ratio extrapolated with n at 10: {extrapolated_ratio:.0f}")
print(f"Lifetime overestimate factor: {extrapolated_ratio/true_ratio:.1f}")
print(f"Ea read against ambient at 10 MA/cm2: {Ea_apparent:.3f} eV")
print(f"Formal maximum n: {n_peak:.2f} at {np.sqrt(T0/c):.1f} MA/cm2, "
      f"T={2*T0:.0f} K")
print(f"2D shape factor, 50 and 25 nm grids: "
      f"{shape_coarse:.3f}, {shape_fine:.3f}")
print(f"2D thermal resistance per length: {r_2d:.3f} K m/W")
print(f"dT, n at 10 MA/cm2 with 2D resistance: "
      f"{dT_high*r_2d/r_th:.1f} K, {exponent(dT_high*r_2d/r_th):.2f}")
print(f"Resistivity slope: {alpha:.4f} 1/K")
print(f"dT at 10 MA/cm2 with resistivity rise: {x:.2f} K")
print(f"n with resistivity rise in heating only: {n_resistivity:.3f}")
print(f"Shift of n from lifetime factor T: {shift_T:+.3f}")
print(f"Stress gap at ambient: {gap0:.0f} MPa; slope: {stress_slope:.1f} MPa/K")
print(f"Shift of n from thermal stress: {shift_stress:+.3f}")
print(f"Shift of n from resistivity in wind force: {shift_force:+.3f}")
print(f"n at 10 MA/cm2 with these four effects: {n_full:.3f}")
print(f"Thermal runaway current density: {j_runaway:.1f} MA/cm2")
print(f"Atomic volume: {omega*1e27:.4f} nm3; effective charge: {z_eff:.1f}")
print(f"Threshold current density: {j_threshold:.3f} MA/cm2")
print(f"Isothermal stress exponent at 2 MA/cm2: {n_stress_2:.3f}")
print(f"Isothermal stress exponent at threshold/j=0.8: {n_stress_near:.3f}")
print(f"Thermal healing length: {healing*1e6:.2f} um")
print(f"dT, n one healing length from cold end, 10 MA/cm2: "
      f"{dT_healing:.2f} K, {exponent(dT_healing):.3f}")
print(f"Barrier thickness: {barrier_thickness*1e9:.0f} nm; "
      f"resistivity: {barrier_rho*1e8:.0f} uohm cm")
print(f"Barrier/metal current ratio: {100*barrier_share:.3f} percent")
print("success")
```

Running it gives:

```
Activation energy: 0.90 eV; ambient: 573 K
Boltzmann constant: 8.617333e-05 eV/K; Ea/k: 10444.1 K
Line width, height: 1000, 300 nm
Oxide below, above: 1000, 1000 nm
Line length: 200 um
Resistivity at ambient: 4.00 uohm cm
Assumed thermal resistance per length: 0.250 K m/W
Oxide, metal conductivity: 1.4, 350 W/(m K)
Heating coefficient c: 0.300 K/(MA/cm2)^2
j=1 MA/cm2: dT=0.30 K, T=573.30 K, n=2.019, numerical n=2.019
j=2 MA/cm2: dT=1.20 K, T=574.20 K, n=2.076, numerical n=2.076
j=5 MA/cm2: dT=7.50 K, T=580.50 K, n=2.465, numerical n=2.465
j=10 MA/cm2: dT=30.00 K, T=603.00 K, n=3.723, numerical n=3.723
Power per length at 10 MA/cm2: 120.0 W/m
n at 10 MA/cm2 if ambient T is misused: 3.909
Two-point exponent, 1 to 10 MA/cm2: 2.390
True lifetime ratio t(1)/t(10): 245.3
Ratio extrapolated with n at 10: 5289
Lifetime overestimate factor: 21.6
Ea read against ambient at 10 MA/cm2: 0.813 eV
Formal maximum n: 11.11 at 43.7 MA/cm2, T=1146 K
2D shape factor, 50 and 25 nm grids: 3.081, 3.073
2D thermal resistance per length: 0.232 K m/W
dT, n at 10 MA/cm2 with 2D resistance: 27.9 K, 3.61
Resistivity slope: 0.0017 1/K
dT at 10 MA/cm2 with resistivity rise: 31.61 K
n with resistivity rise in heating only: 3.903
Shift of n from lifetime factor T: -0.110
Stress gap at ambient: 300 MPa; slope: 1.0 MPa/K
Shift of n from thermal stress: -0.402
Shift of n from resistivity in wind force: +0.215
n at 10 MA/cm2 with these four effects: 3.606
Thermal runaway current density: 44.3 MA/cm2
Atomic volume: 0.0118 nm3; effective charge: 1.0
Threshold current density: 0.552 MA/cm2
Isothermal stress exponent at 2 MA/cm2: 2.000
Isothermal stress exponent at threshold/j=0.8: 2.859
Thermal healing length: 5.12 um
dT, n one healing length from cold end, 10 MA/cm2: 18.96 K, 3.130
Barrier thickness: 5 nm; resistivity: 200 uohm cm
Barrier/metal current ratio: 0.053 percent
success
```
